# Why inversion electrons are not densest at the oxide interface: verification in Python

```python
"""
Result under test: electrons in a silicon inversion layer are not densest at
the oxide interface. The wave is nearly zero there and the density peaks inside.

Symbols: z = distance into silicon (nm), oxide at z < 0; F = field;
ell = (hbar^2 / (2 m e F))^(1/3), confinement length;
kappa = decay constant of the wave in oxide;
lam = m_ox / (m kappa), ratio psi/psi' on the silicon side of the interface.
Energies are in eV and lengths in nm. The model has one valley ladder,
a flat oxide barrier and nondegenerate thermal occupation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

# Round model parameters
mass_si, mass_ox = 0.9, 0.5       # in electron masses
barrier = 3.0                     # eV
field = 5.0e7                     # V/m
temperature = 300.0               # K
permittivity_ratio = 3.0          # silicon / oxide, for the tilted barrier

kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
force = field * 1e-9                                       # eV/nm
kT = const.k * temperature / const.e                        # eV
ell = (kinetic / (mass_si * force))**(1 / 3)
energy_unit = force * ell
zeros, slope_zeros, ai_at_peak, slope_at_zero = ai_zeros(600)
step = 0.0025                                               # nm


def decay_constant(energy, height=barrier):
    return np.sqrt(mass_ox * (height - energy) / kinetic)


def matching_length(energy, height=barrier):
    return mass_ox / (mass_si * decay_constant(energy, height))


def diagonalize(well, oxide, oxide_width, count):
    """Finite-volume Hamiltonian; zero oxide width means a hard wall."""
    n_ox = int(round(oxide_width / step))
    n_all = n_ox + int(round(16.0 / step))
    index = np.arange(1, n_all) - n_ox
    z = index * step
    link_mass = np.where(np.arange(n_all) < n_ox, mass_ox, mass_si)
    hop = kinetic / (link_mass * step**2)
    potential = np.where(index < 0, oxide(z), well(z))
    at_interface = index == 0
    potential[at_interface] = 0.5 * (oxide(0.0) + well(0.0))
    energies, vectors = eigh_tridiagonal(
        hop[:-1] + hop[1:] + potential, -hop[1:-1],
        select="i", select_range=(0, count - 1))
    return z, n_ox - 1, energies, vectors**2 / step


def triangular(z):
    return force * z


def flat_oxide(z):
    return barrier + 0.0 * z


# Hard wall: analytic Airy results against diagonalization and quadrature
E_hard = -zeros[0] * energy_unit
peak_hard = (slope_zeros[0] - zeros[0]) * ell
mean_hard = -2 / 3 * zeros[0] * ell
z_h, _, levels_h, dens_h = diagonalize(triangular, flat_oxide, 0.0, 3)
assert np.allclose(levels_h, -zeros[:3] * energy_unit, rtol=1e-4)
assert abs(z_h[np.argmax(dens_h[:, 0])] - peak_hard) < 2 * step
norm = quad(lambda x: airy(x + zeros[0])[0]**2, 0, 15)[0]
first = quad(lambda x: x * airy(x + zeros[0])[0]**2, 0, 15)[0]
assert abs(first / norm * ell / mean_hard - 1) < 1e-6
# Squared wall slope times hbar^2/2m equals the mean force
wall_slope_sq = dens_h[0, 0] / step**2
assert abs(kinetic / mass_si * wall_slope_sq / force - 1) < 0.01


# Finite barrier: matching condition against diagonalization
def matched_ground_state(height):
    def mismatch(eps):
        ai, ai_slope = airy(-eps)[:2]
        return matching_length(eps * energy_unit, height) * ai_slope - ell * ai
    eps = brentq(mismatch, -slope_zeros[0], -zeros[0])
    ratio = (airy(-eps)[0] / ai_at_peak[0])**2
    return eps * energy_unit, (eps + slope_zeros[0]) * ell, ratio


E_fin, peak_fin, ratio_fin = matched_ground_state(barrier)
z, j0, levels, dens = diagonalize(triangular, flat_oxide, 1.5, 8)
ground = dens[:, 0]
ratio_grid = ground[j0] / ground.max()
assert abs(levels[0] / E_fin - 1) < 1e-3
assert abs(z[np.argmax(ground)] - peak_fin) < 2 * step
assert abs(ratio_grid / ratio_fin - 1) < 0.01

# Small-lam laws; their neglected terms are of relative order (lam/ell)^2
kappa = decay_constant(E_hard)
lam = matching_length(E_hard)
prefactor = (slope_at_zero[0] / ai_at_peak[0])**2
ratio_law = prefactor * (lam / ell)**2
assert abs(ratio_law / ratio_grid - 1) < 0.04
assert abs((E_hard - levels[0]) / (force * lam) - 1) < 0.04
density_law = lam**2 / ell**3
assert abs(density_law / ground[j0] - 1) < 0.05
oxide_grid = (ground[:j0].sum() + 0.5 * ground[j0]) * step
oxide_law = lam**2 / (2 * kappa * ell**3)
assert abs(oxide_law / oxide_grid - 1) < 0.05
high = 4 * barrier
ratio_high = matched_ground_state(high)[2]
law_high = prefactor * (matching_length(E_hard, high) / ell)**2
error_drop = (ratio_law / ratio_fin - 1) / (law_high / ratio_high - 1)
assert 3.2 < error_drop < 5.2

# Density rises into silicon for every computed subband
assert np.all(dens[j0 + 1] > dens[j0])

# Thermal occupation of the subbands
weights = np.exp(-(levels - levels[0]) / kT)
weights /= weights.sum()
thermal = dens @ weights
peak_thermal = z[np.argmax(thermal)]
mean_thermal = np.sum(z * thermal) * step
ratio_thermal = thermal[j0] / thermal.max()
assert peak_thermal > 0.5 * ell and ratio_thermal < 0.05
assert abs(density_law / thermal[j0] - 1) < 0.05

# A well whose field weakens with depth
bend = 6.0                                                  # nm


def bent(z_value):
    return force * bend * (1 - np.exp(-z_value / bend))


z_b, j_b, levels_b, dens_b = diagonalize(bent, flat_oxide, 1.5, 2)
assert np.all(dens_b[j_b + 1] > dens_b[j_b])
inside = z_b > 0
mean_force = np.sum(force * np.exp(-z_b[inside] / bend)
                    * dens_b[inside, 0]) * step
bent_law = matching_length(levels_b[0])**2 * mass_si / kinetic * mean_force
assert abs(bent_law / dens_b[j_b, 0] - 1) < 0.05
peak_bent = z_b[np.argmax(dens_b[:, 0])]
ratio_bent = dens_b[j_b, 0] / dens_b[:, 0].max()
assert peak_bent > 0.5 * ell and ratio_bent < 0.05


# Oxide barrier that falls toward the gate
def tilted_oxide(z_value):
    return barrier + permittivity_ratio * force * z_value


_, j_t, _, dens_t = diagonalize(triangular, tilted_oxide, 1.5, 1)
ratio_tilted = dens_t[j_t, 0] / dens_t[:, 0].max()
assert abs(ratio_tilted / ratio_grid - 1) < 0.03

# Warm gas in a weak field: explicit level sum against the wall-dip formula
weak_field = field / 100
weak_force = weak_field * 1e-9
weak_ell = (kinetic / (mass_si * weak_force))**(1 / 3)
warmth = kT / (weak_force * weak_ell)
thermal_length = np.sqrt(kinetic / (mass_si * kT))
x = np.linspace(0, 3, 1201)
level_sum = np.zeros_like(x)
for zero, slope in zip(zeros, slope_at_zero):
    level_sum += np.exp(zero / warmth) * (airy(x + zero)[0] / slope)**2
classical = np.sqrt(warmth / np.pi) / 2 * np.exp(-x / warmth)
dip_formula = classical * (1 - np.exp(-(x * weak_ell / thermal_length)**2))
dip_error = np.max(np.abs(level_sum - dip_formula)) / level_sum.max()
assert dip_error < 0.03
peak_weak = x[np.argmax(level_sum)] * weak_ell
peak_weak_formula = x[np.argmax(dip_formula)] * weak_ell
assert peak_weak > 0 and abs(peak_weak_formula / peak_weak - 1) < 0.10
far_ratio = level_sum[-1] / classical[-1]
assert abs(far_ratio - 1) < 0.01

print(f"silicon mass: {mass_si:.1f} electron masses")
print(f"oxide mass: {mass_ox:.1f} electron masses")
print(f"barrier height: {barrier:.1f} eV")
print(f"field in silicon: {field:.1e} V/m")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"classical mean distance kT/(eF): {kT / force:.3f} nm")
print(f"confinement length ell: {ell:.4f} nm")
print(f"energy unit eF ell: {energy_unit:.5f} eV")
print(f"first zero of Ai: {zeros[0]:.5f}")
print(f"first zero of Ai': {slope_zeros[0]:.5f}")
print(f"Ai' at first zero of Ai: {slope_at_zero[0]:.5f}")
print(f"Ai at first zero of Ai': {ai_at_peak[0]:.5f}")
print(f"hard wall, ground energy: {E_hard:.4f} eV")
print(f"hard wall, peak position: {peak_hard:.3f} nm")
print(f"hard wall, mean distance: {mean_hard:.3f} nm")
print(f"oxide decay constant kappa: {kappa:.3f} 1/nm")
print(f"matching length lam: {lam:.4f} nm")
print(f"lam/ell: {lam / ell:.4f}")
print(f"prefactor of (lam/ell)^2: {prefactor:.4f}")
print(f"finite barrier, energy from matching: {E_fin:.4f} eV")
print(f"finite barrier, energy from grid: {levels[0]:.4f} eV")
print(f"energy lowering from grid: {E_hard - levels[0]:.5f} eV")
print(f"energy lowering eF lam: {force * lam:.5f} eV")
print(f"finite barrier, peak position: {peak_fin:.3f} nm")
print(f"interface/peak density, matching: {100 * ratio_fin:.3f} %")
print(f"interface/peak density, grid: {100 * ratio_grid:.3f} %")
print(f"interface/peak density, simple law: {100 * ratio_law:.3f} %")
print(f"interface density per electron, grid: {ground[j0]:.5f} 1/nm")
print(f"interface density per electron, law: {density_law:.5f} 1/nm")
print(f"probability in oxide, grid: {100 * oxide_grid:.4f} %")
print(f"probability in oxide, law: {100 * oxide_law:.4f} %")
print(f"thermal share of lowest subband: {100 * weights[0]:.2f} %")
print(f"thermal density, peak position: {peak_thermal:.3f} nm")
print(f"thermal density, mean distance: {mean_thermal:.3f} nm")
print(f"thermal interface/peak density: {100 * ratio_thermal:.3f} %")
print(f"bent well, bending length: {bend:.1f} nm")
print(f"bent well, peak position: {peak_bent:.3f} nm")
print(f"bent well, interface/peak density: {100 * ratio_bent:.3f} %")
print(f"silicon/oxide permittivity ratio: {permittivity_ratio:.1f}")
print(f"tilted oxide, interface/peak: {100 * ratio_tilted:.3f} %")
print(f"weak field: {weak_field:.1e} V/m")
print(f"weak field, kT/(eF ell): {warmth:.2f}")
print(f"weak field, classical mean: {kT / weak_force:.1f} nm")
print(f"thermal length L_T: {thermal_length:.3f} nm")
print(f"weak field, peak from level sum: {peak_weak:.2f} nm")
print(f"weak field, peak from dip formula: {peak_weak_formula:.2f} nm")
print(f"largest dip-formula error / peak: {100 * dip_error:.2f} %")
print(f"weak field, comparison depth: {x[-1] * weak_ell:.1f} nm")
print(f"quantum/classical density there: {far_ratio:.4f}")
print("no test failed")
```

Printed output:

```
silicon mass: 0.9 electron masses
oxide mass: 0.5 electron masses
barrier height: 3.0 eV
field in silicon: 5.0e+07 V/m
temperature: 300 K
thermal energy kT: 0.02585 eV
classical mean distance kT/(eF): 0.517 nm
confinement length ell: 0.9460 nm
energy unit eF ell: 0.04730 eV
first zero of Ai: -2.33811
first zero of Ai': -1.01879
Ai' at first zero of Ai: 0.70121
Ai at first zero of Ai': 0.53566
hard wall, ground energy: 0.1106 eV
hard wall, peak position: 1.248 nm
hard wall, mean distance: 1.475 nm
oxide decay constant kappa: 6.158 1/nm
matching length lam: 0.0902 nm
lam/ell: 0.0954
prefactor of (lam/ell)^2: 1.7137
finite barrier, energy from matching: 0.1061 eV
finite barrier, energy from grid: 0.1061 eV
energy lowering from grid: 0.00448 eV
energy lowering eF lam: 0.00451 eV
finite barrier, peak position: 1.159 nm
interface/peak density, matching: 1.525 %
interface/peak density, grid: 1.525 %
interface/peak density, simple law: 1.559 %
interface density per electron, grid: 0.00940 1/nm
interface density per electron, law: 0.00961 1/nm
probability in oxide, grid: 0.0763 %
probability in oxide, law: 0.0781 %
thermal share of lowest subband: 95.78 %
thermal density, peak position: 1.143 nm
thermal density, mean distance: 1.434 nm
thermal interface/peak density: 1.579 %
bent well, bending length: 6.0 nm
bent well, peak position: 1.268 nm
bent well, interface/peak density: 1.325 %
silicon/oxide permittivity ratio: 3.0
tilted oxide, interface/peak: 1.531 %
weak field: 5.0e+05 V/m
weak field, kT/(eF ell): 11.77
weak field, classical mean: 51.7 nm
thermal length L_T: 1.280 nm
weak field, peak from level sum: 2.93 nm
weak field, peak from dip formula: 2.92 nm
largest dip-formula error / peak: 0.38 %
weak field, comparison depth: 13.2 nm
quantum/classical density there: 1.0001
no test failed
```
